# Figure of merit and power factor of two-component thermoelectric composites

## First half: the figure of merit

A sample is a straight bar of length \(L\) and cross-section \(S\). It is filled, in any geometrical arrangement, by two isotropic thermoelectric materials A and B. Each has an electrical conductivity \(\sigma\), a Seebeck coefficient \(\alpha\) and a thermal conductivity \(\kappa\), the last measured at zero electric current. The two end faces are electrodes, each held at a uniform electrochemical potential and a uniform temperature. The side walls pass neither charge nor heat.

The assumptions are these. The response is local and linear, the temperature difference is small compared with the mean temperature \(T\), and there is no magnetic field. Interfaces are perfect: potential, temperature and the normal fluxes are continuous across them. Each material keeps the same coefficients wherever it sits in the sample.

The figure of merit and the power factor are

\[
zT=\frac{T\sigma\alpha^2}{\kappa},\qquad P=\sigma\alpha^2 .
\]

The problem asks how these two quantities for the whole bar are related to those of its components.

### (a) Choosing the fluxes

Let \(\varphi\) be the electrochemical potential divided by the carrier charge, and put \(E_1=-\nabla\varphi\), \(E_2=-\nabla T\). Write the transport laws with a symmetric matrix and two divergence-free fluxes. Express the strength of the thermoelectric coupling through \(zT\).

**Solution.** The charge flux \(J_1\) and the heat flux \(q\) obey

\[
J_1=\sigma(E_1+\alpha E_2),\qquad q=\alpha T J_1+\kappa E_2 .
\]

The second law says that at \(J_1=0\) heat is carried by \(\kappa\) alone, and that a current carries the Peltier heat \(\alpha T\) per unit charge. Take the entropy flux \(J_2=q/T\) as the second flux. Substituting \(J_1\) gives

\[
J_2=\alpha J_1+\frac{\kappa}{T}E_2
=\sigma\alpha E_1+\left(\frac{\kappa}{T}+\sigma\alpha^2\right)E_2 .
\]

Therefore \(J=QE\), with

\[
Q=\begin{pmatrix}\sigma&\sigma\alpha\\ \sigma\alpha&\kappa/T+\sigma\alpha^2\end{pmatrix},
\qquad \det Q=\frac{\sigma\kappa}{T}.
\]

Since \(\sigma>0\) and \(\det Q>0\), the matrix is positive definite.

In a steady state \(\nabla\cdot J_1=0\). The energy flux \(q+\varphi J_1\) is also divergence-free, so \(\nabla\cdot q=J_1\cdot E_1\). Differentiating \(J_2=q/T\) then gives

\[
\nabla\cdot J_2=\frac{J_1\cdot E_1}{T}+\frac{q\cdot E_2}{T^2}
=\frac{J_1\cdot E_1+J_2\cdot E_2}{T}.
\]

The right side is of second order in the fields. In linear response it is dropped, and \(T\) inside \(Q\) is the fixed mean temperature. Both fluxes are then divergence-free.

The dimensionless coupling is

\[
\rho^2=\frac{Q_{12}^2}{Q_{11}Q_{22}}
=\frac{\sigma^2\alpha^2}{\sigma(\kappa/T+\sigma\alpha^2)}
=\frac{zT}{1+zT}.
\]

It rises from 0 towards 1 as \(zT\) rises from 0 to infinity, so comparing figures of merit is the same as comparing values of \(\rho^2\).

For the bar, let \(e_1,e_2\) be the potential and temperature drops divided by \(L\), and \(j_1,j_2\) the total currents divided by \(S\). The effective matrix is defined by \(j=Q_e e\). Its coefficients \(\sigma_e,\alpha_e,\kappa_e\) are read off in the pattern of \(Q\). No symmetry of the internal structure is needed for this definition.

### (b) Decoupling the fields

Find a linear change of fields that turns the coupled problem into two separate conduction problems.

**Solution.** Express \(Q_A\) and \(Q_B\) as numbers in one fixed set of units. The matrix \(Q_A^{-1/2}Q_BQ_A^{-1/2}\) is symmetric and positive definite, so it equals \(R\Lambda R^T\), with \(R\) orthogonal and \(\Lambda=\mathrm{diag}(\lambda_1,\lambda_2)\), \(\lambda_i>0\). Put \(V=Q_A^{-1/2}R\). Then

\[
V^TQ_AV=R^TR=1,\qquad V^TQ_BV=\Lambda .
\]

The \(\lambda_i\) are the roots of \(\det(Q_B-\lambda Q_A)=0\) and do not depend on the units.

Define new fields and fluxes by \(E=VE'\) and \(J'=V^TJ\). In each material \(J'=V^TQV\,E'\), which is diagonal in both. The matrix \(V\) is the same everywhere, so the new fields are still gradients and the new fluxes are still divergence-free. Uniform electrode values remain uniform, insulating walls remain insulating, and continuity at the interfaces is kept.

Each primed field therefore solves an ordinary conduction problem with conductivity 1 in A and \(\lambda_i\) in B. Let \(m(\lambda)\) be the effective conductivity of the same bar when A has conductivity 1 and B has \(\lambda\). Then \(j'_i=m(\lambda_i)e'_i\). Since \(e'=V^{-1}e\) and \(j'=V^Tj\),

\[
V^TQ_eV=\begin{pmatrix}m(\lambda_1)&0\\0&m(\lambda_2)\end{pmatrix}.
\]

The geometry enters through one function, evaluated at two points. With three materials this route is generally closed, because one \(V\) cannot in general diagonalize three matrices.

### (c) What every geometry has in common

Show that \(m\) is nondecreasing and concave, that \(m(\lambda)/\lambda\) is nonincreasing, and that \(m(1)=1\).

**Solution.** Let \(g\) be the local scalar conductivity, 1 or \(\lambda\), and \(\Omega=LS\) the volume. Let \(u\) be the true potential, equal to \(L\) on the entry face and 0 on the exit face, so that the mean field is 1. Let \(w=u+v\) be any other function with the same electrode values, so \(v=0\) there. Integrating by parts,

\[
\int g\nabla u\cdot\nabla v\,d\Omega
=\oint v\,g\,\partial_nu\,dS-\int v\,\nabla\cdot(g\nabla u)\,d\Omega=0 .
\]

The surface term vanishes on the electrodes because \(v=0\), and on the walls because no flux crosses them. The volume term vanishes by flux conservation. Hence

\[
\int g|\nabla w|^2d\Omega=\int g|\nabla u|^2d\Omega+\int g|\nabla v|^2d\Omega ,
\]

and \(u\) gives the minimum. A second integration by parts gives the minimum value as the potential drop times the total current, \(L\cdot Sm=\Omega m\). Therefore

\[
m(\lambda)=\min_w\,(p_w+\lambda q_w),\qquad
p_w=\frac1\Omega\int_A|\nabla w|^2d\Omega,\quad
q_w=\frac1\Omega\int_B|\nabla w|^2d\Omega .
\]

This is the Dirichlet principle. The properties follow:

- Since \(q_w\ge0\), raising \(\lambda\) lowers no candidate, so \(m\) is nondecreasing.
- For \(\lambda=(1-t)\lambda_1+t\lambda_2\) with \(0\le t\le1\), every candidate satisfies
\[
p_w+\lambda q_w=(1-t)(p_w+\lambda_1q_w)+t(p_w+\lambda_2q_w)
\ge(1-t)m(\lambda_1)+t\,m(\lambda_2).
\]
The minimum satisfies the same inequality, so \(m\) is concave.
- Division by \(\lambda\) gives \(m/\lambda=\min_w(p_w/\lambda+q_w)\), and no candidate rises with \(\lambda\).
- At \(\lambda=1\) the bar is uniform, the potential is linear, and \(m=1\).

### (d) Returning to the thermoelectric matrix

Show that \(Q_e=aQ_A+bQ_B\) with \(a\ge0\) and \(b\ge0\).

**Solution.** Take \(\lambda_1<\lambda_2\) first, and write \(m_i=m(\lambda_i)\). The straight line through the two points of the curve is \(a+b\lambda\), fixed by \(a+b\lambda_1=m_1\) and \(a+b\lambda_2=m_2\). Solving,

\[
b=\frac{m_2-m_1}{\lambda_2-\lambda_1},\qquad
a=\frac{\lambda_2m_1-\lambda_1m_2}{\lambda_2-\lambda_1}
=\frac{\lambda_1\lambda_2}{\lambda_2-\lambda_1}
\left(\frac{m_1}{\lambda_1}-\frac{m_2}{\lambda_2}\right).
\]

The first is nonnegative because \(m\) is nondecreasing, the second because \(m/\lambda\) is nonincreasing. With these numbers

\[
V^TQ_eV=a\,1+b\Lambda=V^T(aQ_A+bQ_B)V ,
\]

and \(V\) is invertible, so the claim follows. If \(\lambda_1=\lambda_2=\lambda\), then \(Q_B=\lambda Q_A\) and \(Q_e=m(\lambda)Q_A\), so \(a=m(\lambda)\), \(b=0\) will serve.

The bar thus acts like two uniform conductors in parallel, one of each material, with relative cross-sections \(a\) and \(b\). In general these are not the volume fractions, and their sum need not be 1.

### (e) The Bergman-Levy theorem

Prove that the figure of merit of the composite does not exceed the larger of the component values.

**Solution.** Let \(r\) be the larger of \(|\rho_A|\) and \(|\rho_B|\). Write the entries of \(Q_A\) as \(A_{ij}\) and those of \(Q_B\) as \(B_{ij}\). From part (d) and the triangle inequality,

\[
|Q_{e,12}|\le a|A_{12}|+b|B_{12}|
\le r\left(a\sqrt{A_{11}A_{22}}+b\sqrt{B_{11}B_{22}}\right).
\]

The bracket is the scalar product of \((\sqrt{aA_{11}},\sqrt{bB_{11}})\) and \((\sqrt{aA_{22}},\sqrt{bB_{22}})\). By the Cauchy-Schwarz inequality it is at most

\[
\sqrt{(aA_{11}+bB_{11})(aA_{22}+bB_{22})}=\sqrt{Q_{e,11}Q_{e,22}} .
\]

Hence \(|\rho_e|\le r\). Because \(zT\) increases with \(\rho^2\),

\[
zT_e\le\max(zT_A,zT_B).
\]

There is no matching lower bound. If \(\alpha_A\) and \(\alpha_B\) have opposite signs, the two terms in \(aA_{12}+bB_{12}\) can cancel, and the composite then has \(zT_e=0\).

The theorem compares the composite with the materials as they are inside it. If fine structuring lowers the lattice heat conduction of A, then \(zT_A\) itself has changed, and the composite may surpass bulk A without contradiction. A magnetic field can destroy the symmetry of \(Q\), and then this proof does not apply.

### (f) A thermodynamic proof

Derive the same bound from the work that each part of the bar can deliver, and extend it to any number of components.

**Solution.** When the bar acts as a generator, \(-J_1\cdot E_1\) is the electrical power delivered per volume. The product \(J_2\cdot E_2=q\cdot E_2/T\) is, to this order, the power that a Carnot engine would deliver from the same heat flow. For a number \(\eta\) between 0 and 1 consider

\[
F=J_1\cdot E_1+\eta J_2\cdot E_2
=Q_{11}|E_1|^2+(1+\eta)Q_{12}E_1\cdot E_2+\eta Q_{22}|E_2|^2 .
\]

This quadratic form is nonnegative for all fields if and only if \((1+\eta)^2Q_{12}^2\le4\eta Q_{11}Q_{22}\), that is, \(\rho^2\le4\eta/(1+\eta)^2\).

Let \((zT)_{\max}\) be the largest component value and \(r^2\) its coupling. If \((zT)_{\max}=0\), every \(Q\) is diagonal and so is \(Q_e\). Otherwise choose \(\eta\) so that \(r^2=4\eta/(1+\eta)^2\). Then

\[
1-r^2=\left(\frac{1-\eta}{1+\eta}\right)^2=\frac{1}{1+(zT)_{\max}},
\qquad
\eta=\frac{\sqrt{1+(zT)_{\max}}-1}{\sqrt{1+(zT)_{\max}}+1}.
\]

With this \(\eta\), \(F\ge0\) at every point of every component. Integration by parts, as in part (c), gives \(\int J_i\cdot E_i\,d\Omega=\Omega\,j_ie_i\) for each \(i\). Therefore \(j_1e_1+\eta j_2e_2\ge0\) for all \(e_1,e_2\).

The matrix \(Q_e\) is symmetric for any number of components. For two solutions, marked by one and two primes, \(\Omega\,e'^TQ_ee''=\int E'^TQE''\,d\Omega\), and the right side is unchanged when the solutions are exchanged. The condition on the quadratic form can thus be read backwards, and it gives \(\rho_e^2\le4\eta/(1+\eta)^2=r^2\).

The number \(\eta\) is the largest fraction of the Carnot work that the best component can deliver: for it \(F\) reaches zero at a nonzero field, where \(-J_1\cdot E_1=\eta J_2\cdot E_2\). Within linear response, and with fixed coefficients, no arrangement of local engines delivers a larger fraction than the best of them. At a finite temperature difference even a uniform leg exceeds this \(\eta\) somewhat, and segmented legs, whose components are best at different temperatures, lie outside the theorem.

## Second half: the power factor

The symbols carried over are as follows. The matrix \(Q\) has entries \(Q_{11}=\sigma\), \(Q_{12}=\sigma\alpha\), \(Q_{22}=\kappa/T+\sigma\alpha^2\), and relates \((E_1,E_2)=(-\nabla\varphi,-\nabla T)\) to the fluxes of charge and entropy. The roots of \(\det(Q_B-\lambda Q_A)=0\) are \(\lambda_1\le\lambda_2\). The function \(m(\lambda)\) is the effective conductivity of the same bar with scalar conductivities 1 in A and \(\lambda\) in B. It is concave, \(m(1)=1\), and \(m/\lambda\) is nonincreasing. The bar obeys \(Q_e=aQ_A+bQ_B\), where \(a+b\lambda\) is the line through the points of \(m\) at \(\lambda_1\) and \(\lambda_2\), and \(a,b\ge0\). Its figure of merit \(zT_e\) is at most the larger component value.

### (g) When can the power factor exceed both components?

Find a necessary condition for \(P_e>\max(P_A,P_B)\).

**Solution.** In terms of the matrix, \(P=Q_{12}^2/Q_{11}\). For positive \(X,Y\) and any real \(x,y\),

\[
\frac{x^2}{X}+\frac{y^2}{Y}-\frac{(x+y)^2}{X+Y}
=\frac{(xY-yX)^2}{XY(X+Y)}\ge0 .
\]

Put \(x=a\sigma_A\alpha_A\), \(X=a\sigma_A\), and likewise for B with \(b\). Then

\[
P_e\le aP_A+bP_B\le(a+b)\max(P_A,P_B),
\]

which also holds if \(a\) or \(b\) is zero. Exceeding both components requires \(a+b>1\).

The sum \(a+b\) is the height of the line at \(\lambda=1\). If \(\lambda_1\le1\le\lambda_2\) with \(\lambda_1<\lambda_2\), this point lies on the chord of a concave curve, so \(a+b\le m(1)=1\) and there is no enhancement. If \(\lambda_1=\lambda_2=\lambda\), then \(Q_B=\lambda Q_A\) and \(P_e=m(\lambda)P_A\). Here \(m(\lambda)\le\max(1,\lambda)\), because \(m\) is nondecreasing and \(m/\lambda\) nonincreasing, so again there is none.

Both \(\lambda_i\) must therefore lie on the same side of 1. Let B be the component with \(\lambda_i>1\). Then \(Q_B-Q_A\) is positive definite, and \(\sigma_B>\sigma_A\). Since

\[
\frac{\kappa}{T}=Q_{22}-\frac{Q_{12}^2}{Q_{11}}
=\min_{\xi}\,(Q_{11}\xi^2+2Q_{12}\xi+Q_{22}),
\]

also \(\kappa_B>\kappa_A\). One component must conduct both charge and heat better than the other. The condition is not sufficient, as the proportional case shows.

Layers parallel to the current have \(m=1-f+f\lambda\), where \(f\) is the volume fraction of B. Then \(a+b=1\), and they never enhance the power factor.

### (h) Layers in series

Find the effective coefficients when the current crosses flat layers, and the condition under which a little B raises the power factor above that of A.

**Solution.** In series \(j_1\) and \(j_2\) are the same in every layer. From part (a), in layer \(i\),

\[
E_2=\frac{T(j_2-\alpha_ij_1)}{\kappa_i},\qquad E_1=\frac{j_1}{\sigma_i}-\alpha_iE_2 .
\]

Let \(x_A=(1-f)/\kappa_A\), \(x_B=f/\kappa_B\), \(X=x_A+x_B\). Averaging \(E_2\) over the length gives \(e_2=T[Xj_2-(x_A\alpha_A+x_B\alpha_B)j_1]\). Comparison with \(e_2=T(j_2-\alpha_ej_1)/\kappa_e\) gives

\[
\kappa_e=\frac1X,\qquad \alpha_e=\frac{x_A\alpha_A+x_B\alpha_B}{X}.
\]

The conductivity \(\sigma_e\) is defined at \(e_2=0\), where \(j_2=\alpha_ej_1\). The layers then still have internal gradients \(E_2=T(\alpha_e-\alpha_i)j_1/\kappa_i\), because Peltier heat is released and absorbed at the interfaces. Averaging \(E_1\),

\[
\frac1{\sigma_e}=\frac{1-f}{\sigma_A}+\frac f{\sigma_B}
+T\left(x_A\alpha_A^2+x_B\alpha_B^2-X\alpha_e^2\right).
\]

The bracket equals \(x_Ax_B(\alpha_A-\alpha_B)^2/X\). With \(D=(1-f)\kappa_B+f\kappa_A\) the results are

\[
\kappa_e=\frac{\kappa_A\kappa_B}{D},\qquad
\alpha_e=\alpha_A+\frac{f\kappa_A}{D}(\alpha_B-\alpha_A),
\]
\[
\frac1{\sigma_e}=\frac{1-f}{\sigma_A}+\frac f{\sigma_B}
+\frac{Tf(1-f)(\alpha_A-\alpha_B)^2}{D}.
\]

For small \(f\), \(D\to\kappa_B\). Let \(s=\alpha_B/\alpha_A\), with \(\alpha_A\ne0\). The slope of \(\ln\sigma_e\) is \(1-\sigma_A/\sigma_B-T\sigma_A\alpha_A^2(1-s)^2/\kappa_B\), and that of \(\ln\alpha_e^2\) is \(-2(1-s)\kappa_A/\kappa_B\). Adding them,

\[
\left.\frac{d\ln P_e}{df}\right|_{0}
=1-\frac{\sigma_A}{\sigma_B}
-\frac{\kappa_A}{\kappa_B}\left[zT_A(1-s)^2+2(1-s)\right].
\]

If this is positive and \(P_A\ge P_B\), a small amount of B lifts the composite above both components. For a metal of small Seebeck coefficient the slope is positive when its two conductivities are large enough. The requirement \(P_A\ge P_B\) is separate: \(P_B=\sigma_B\alpha_B^2\) grows with \(\sigma_B\), so \(|\alpha_B|\) must stay below \(\sqrt{P_A/\sigma_B}\).

### (i) The limit of an ideal metal

Explain the enhancement when B conducts far better than A, and give an isotropic example.

**Solution.** Let both \(\lambda_i\) grow without limit in a geometry where \(m(\infty)\) is finite, so that B does not connect the electrodes. Both diagonal entries of \(V^TQ_eV\) tend to \(m(\infty)\), hence

\[
Q_e\to m(\infty)Q_A .
\]

The Seebeck coefficient is that of A, while \(\sigma\), \(\kappa\) and the power factor are all multiplied by \(m(\infty)\). The figure of merit stays at \(zT_A\). The gain is measured against A. It lifts the composite above both components only while \(P_B<m(\infty)P_A\), which fails in the limit itself unless \(\sigma_B\alpha_B^2\) stays bounded.

In series \(m=1/(1-f+f/\lambda)\), and \(m(\infty)=1/(1-f)\). The metal takes up length but almost no voltage or temperature drop. The bar is a leg of A shortened to \((1-f)L\), with its properties still referred to the length \(L\).

For an isotropic case, fill the bar with spheres of all sizes, each a core of B with volume fraction \(f\) inside a shell of A. Scale the outer radius to 1. The potential is \(cR\cos\theta\) in the core, \((pR+d/R^2)\cos\theta\) in the shell, and \(R\cos\theta\) in a surrounding medium of conductivity \(m\). Continuity of potential and radial flux at \(R^3=f\) and \(R=1\) requires

\[
c=p+\frac df,\quad \lambda c=p-\frac{2d}f,\quad p+d=1,\quad m=p-2d .
\]

The first two give \(d=-f(\lambda-1)p/(\lambda+2)\). With \(p=1-d\) this becomes \(d=-f(\lambda-1)/[\lambda+2-f(\lambda-1)]\), and \(m=1-3d\) is

\[
m=1+\frac{3f(\lambda-1)}{3+(1-f)(\lambda-1)} .
\]

The outer field is undisturbed, so the medium can be replaced by such spheres one after another until none is left. In the ideal limit \(m(\infty)=(1+2f)/(1-f)\).

### (j) A telluride leg with copper

Take \(T=300\) K and \(L=1\) mm. Use rough typical values for a bismuth-telluride-like A (1000 S/cm, 200 μV/K, 1.5 W/(m K)) and a copper-like B (600,000 S/cm, 2 μV/K, 400 W/(m K)). Find the properties of a series leg with \(f=0.8\), the largest series power factor, and the power at a fixed end-to-end difference \(\Delta T=10\) K.

**Solution.** The components have \(P_A=40\) and \(P_B=2.4\) μW/(cm K²), \(zT_A=0.80\) and \(zT_B=0.00018\). The roots are \(\lambda_1=133\) and \(\lambda_2=1204\), both above 1. The slope in part (h) is \(0.988\), so enhancement begins at once.

For \(f=0.8\), \(D=0.2\times400+0.8\times1.5=81.2\) W/(m K). Hence

\[
\kappa_e=\frac{1.5\times400}{81.2}=7.39\ \mathrm{W/(m\,K)},\qquad
\alpha_e=200-\frac{0.8\times1.5}{81.2}\times198=197.1\ \mathrm{\mu V/K}.
\]

The three terms of \(1/\sigma_e\) are \(2.000\), \(0.013\) and \(0.023\), in units of \(10^{-6}\) Ω m, so \(\sigma_e=4910\) S/cm. The power factor is 191 μW/(cm K²), 4.77 times that of A, and \(zT_e=0.774\). The ideal-metal gain would be 5. The bound of part (g), with \(a=4.838\) and \(b=1.21\times10^{-4}\), is 194 μW/(cm K²).

A one-dimensional numerical maximization of the series formula over \(f\) gives \(f=0.9934\), which leaves 6.6 μm of A. There \(P_e=1633\) μW/(cm K²), a gain of 41, but \(zT_e\) has fallen to 0.34. The copper now takes a noticeable share of the temperature drop, and \(\alpha_e\) is 128 μV/K.

Coated spheres with \(f=0.3\) give a gain of 2.22 and \(zT_e=0.784\), from \(m(\lambda_1)\), \(m(\lambda_2)\) and part (d). Their ideal gain is \(1.6/0.7=2.29\).

At fixed end temperatures and output voltage \(U\), the power per area is \(j_1U=\sigma_e(\alpha_e\Delta T-U)U/L\). It is largest at \(U=\alpha_e\Delta T/2\):

\[
w_0=\frac{P_e\Delta T^2}{4L}.
\]

This gives 10 mW/cm² for the bare leg, 47.7 for \(f=0.8\) and 408 for the largest power factor. The heat fluxes at open circuit, \(\kappa_e\Delta T/L\), are 1.5, 7.4 and 146 W/cm².

### (k) Heat exchangers and contacts

Now hold the 10 K between two reservoirs, each joined to the leg by an exchanger of 1 W/(cm² K). Find the power, and a limit on it for any leg. Then judge the other neglected effects.

**Solution.** Let \(x=L/\kappa_e\) be the thermal resistance of the leg per unit area, and \(H=2\) cm² K/W that of both exchangers. Treat the exchangers as a series element with no Seebeck coefficient and no electrical resistance. By part (h), the Seebeck voltage is multiplied by \(\phi=x/(x+H)\), and the electrical resistance \(L/\sigma_e\) gains \(T\alpha_e^2xH/(x+H)\). Relative to \(L/\sigma_e\) this gain is \(zT_e(1-\phi)\), so

\[
w=\frac{w_0\phi^2}{1+zT_e(1-\phi)} .
\]

The bare leg has \(x=0.1/0.015=6.67\) cm² K/W and \(\phi=0.769\), which gives \(w=5.00\) mW/cm². For \(f=0.8\), \(\phi=0.404\) and \(w=5.31\) mW/cm². For the largest power factor \(w=0.34\) mW/cm². Most of the gain, or more than all of it, is lost.

To find the limit, write \(w_0=zT_e\Delta T^2/(4Tx)\), which gives

\[
w=\frac{zT_e\,\Delta T^2}{4T}\,\frac{x}{(x+H)[x+H(1+zT_e)]} .
\]

At fixed \(zT_e\) this is largest at \(x=H\sqrt{1+zT_e}\), where the last fraction is \(1/[H(1+\sqrt{1+zT_e})^2]\). Since \(zT_e=(\sqrt{1+zT_e}-1)(\sqrt{1+zT_e}+1)\),

\[
w\le\frac{\Delta T^2}{4TH}\,\eta_e,\qquad
\eta_e=\frac{\sqrt{1+zT_e}-1}{\sqrt{1+zT_e}+1}.
\]

By the theorem \(\eta_e\) is at most its value for A, 0.146. No composite of these two materials can then deliver more than \(100\times0.146/(4\times300\times2)\) W/cm², about 6.1 mW/cm². The match depends on the thermal resistance \(x=L/\kappa_e\). For \(zT_e\) near 0.8 the best value is about 2.7 cm² K/W, between the 6.67 of the bare leg and the 1.35 of the leg with \(f=0.8\). The leg with the largest power factor has only 0.07 and is badly matched. The figure of merit sets the ceiling.

Copper straps joined to telluride legs resemble this series structure only in part: heat crosses the strap, but the current turns and runs along it to the next leg. Real joints have resistance. Take, as rough values, \(10^{-6}\) Ω cm² and \(10^{-3}\) cm² K/W for each of two contacts, with the temperatures again fixed at the outer ends. The power factors become 39, 173 and 516 μW/(cm K²) for the three legs, and \(zT_e\) becomes 0.78, 0.70 and 0.11. The last leg suffers most because its own resistance, \(0.1/98{,}987=1.0\times10^{-6}\) Ω cm², is half that of its contacts. The 6.6 μm optimum was found for perfect contacts and fixed end temperatures, so it should not be read as a design thickness. The coated spheres also assumed perfect interfaces. A contact of \(10^{-6}\) Ω cm² has the resistance of 10 μm of A, so with such contacts a coated sphere keeps most of its gain only if the radius of the copper core is much larger than 10 μm: the gain of 2.22 falls to about 1.8 at a radius of 100 μm and to just below 1 at 10 μm. The assembly of part (i) needs spheres of all sizes, so with contacts it is no longer exact and its small spheres contribute no gain.

Three other effects were neglected:

- **Finite temperature difference.** The neglected change of entropy flux along the leg is of relative size \(\Delta T/T=3.3\) %. If \(\sigma_A\) varies roughly as \(T^{-1.7}\), it differs by 2.8 % between the middle and an end of a span of 10 K.
- **Layer thickness.** A mobility of 500 cm²/(V s), a mass of 0.2 electron masses and the thermal speed \(\sqrt{3k_BT/m^*}\) give a mean free path of 15 nm. Degenerate carriers are faster, but a path several times longer would still be far below 6.6 μm.
- **Crystal direction.** Crystals of bismuth telluride are anisotropic. If a badly oriented A has \(\sigma_A/4\) and \(\kappa_A/2\) along the leg at the same \(\alpha_A\), its \(zT\) is 0.40. With \(f=0.8\) the power factor is 4.90 times that of this poorer leg, and \(zT_e=0.395\).

Numbers in the example were calculated in double precision.
